\section*{Exchange tensor decomposition and the five Moriya rules}

\section{A bent bridge and its exchange tensor}

Two spins one half sit at $z=-1$ and $z=+1$, in units of half their distance, and one ligand atom bridges them from the side, at $x=0.6$. In a microscopic model specified below, their coupling $\mathbf S_1^{T}J\,\mathbf S_2$ has $J_{zx}=1.87$ meV but $J_{xz}=-1.87$ meV. Moving the ligand to $x=-0.6$ reverses both signs. Moving it onto the line between the spins removes both entries. Symmetry explains all three facts, once the tensor has been split into parts and the action of a reflection on a spin is known.

Let the spins be at points $A$ (spin 1) and $B$ (spin 2), with midpoint $C$ and with $\hat{\mathbf z}$ along $AB$. The bilinear coupling is
\begin{equation}
H=\sum_{ab}S_1^aJ_{ab}S_2^b=\mathbf S_1^{T}J\,\mathbf S_2 ,
\label{H}
\end{equation}
with $J$ a real $3\times3$ matrix and dimensionless spin operators, so that $J$ is an energy. Repeated indices are summed from here on. Exchange constants are given in meV, which suits the model used below.

\section{Statement}

A bond symmetry is a spatial operation that maps the pair $\{A,B\}$ and its whole environment onto themselves. It leaves $C$ fixed and acts on positions measured from $C$ by an orthogonal matrix $R$. Define
\begin{equation}
M=\det(R)\,R,\qquad
s=\begin{cases}+1,& A\text{ and }B\text{ stay in place},\\ -1,& A\text{ and }B\text{ are exchanged}.\end{cases}
\label{Ms}
\end{equation}

\textbf{Assumptions.} (i) The environment is nonmagnetic, so that the spatial symmetries of the atomic arrangement are symmetries of the Hamiltonian. (ii) The spins transform as angular momenta. A pseudospin that labels a spin-orbit doublet needs suitably chosen local axes for this, and for some doublets no choice works: a threefold rotation multiplies both states with $m=\pm\tfrac32$ about its axis by $-1$, so it leaves their pseudospin unchanged instead of turning it by $2\pi/3$. (iii) If an operation exchanges the sites, the spins have equal length. Single-ion terms such as $(S_1^z)^2$ may be present. They contain operators of one site only, and a bond symmetry never turns them into products of one operator from each site, so \eqref{H} must be invariant by itself.

\textbf{Theorem.} (a) The tensor has a unique decomposition
\begin{equation}
J_{ab}=J_0\delta_{ab}+\epsilon_{abc}D_c+\Gamma_{ab},\qquad \Gamma=\Gamma^{T},\quad \operatorname{tr}\Gamma=0,
\label{split}
\end{equation}
and the coupling is
\begin{equation}
H=J_0\,\mathbf S_1\cdot\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\mathbf S_1^{T}\Gamma\,\mathbf S_2 .
\label{Hsplit}
\end{equation}

(b) Every bond symmetry requires
\begin{equation}
\mathbf D=s\,M\mathbf D,\qquad \Gamma=M^{T}\Gamma M .
\label{master}
\end{equation}

(c) Consequently:
\begin{enumerate}
\item An inversion centre at $C$ gives $\mathbf D=0$.
\item A mirror plane through $C$ perpendicular to $AB$ gives $\mathbf D$ parallel to the plane.
\item A mirror plane containing $A$ and $B$ gives $\mathbf D$ perpendicular to the plane.
\item A twofold axis through $C$ perpendicular to $AB$ gives $\mathbf D$ perpendicular to the axis.
\item An $n$-fold axis along $AB$, $n\ge2$, gives $\mathbf D$ parallel to $AB$.
\end{enumerate}

\section{The decomposition}

\textbf{Proof of (a).} Suppose \eqref{split} holds. Its trace is $\operatorname{tr}J=3J_0$, because the other two parts are traceless. Contract it next with $\tfrac12\epsilon_{abd}$. The symmetric parts drop out, and $\epsilon_{abd}\epsilon_{abc}=2\delta_{cd}$ leaves $D_d$. Hence
\begin{equation}
J_0=\tfrac13\operatorname{tr}J,\qquad D_c=\tfrac12\epsilon_{abc}J_{ab},
\label{parts}
\end{equation}
and $\Gamma$ is the remainder, so there is at most one decomposition. It exists, because with this $\mathbf D$
\begin{equation}
\epsilon_{abc}D_c=\tfrac12\epsilon_{abc}\epsilon_{pqc}J_{pq}
=\tfrac12(\delta_{ap}\delta_{bq}-\delta_{aq}\delta_{bp})J_{pq}
=\tfrac12(J_{ab}-J_{ba}),
\end{equation}
which is the whole antisymmetric part of $J$. The remainder $\Gamma=\tfrac12(J+J^{T})-J_0\mathbf 1$ is symmetric and traceless. Finally,
\begin{equation}
S_1^a\epsilon_{abc}D_cS_2^b=D_c\,\epsilon_{cab}S_1^aS_2^b=\mathbf D\cdot(\mathbf S_1\times\mathbf S_2),
\end{equation}
since $\epsilon_{abc}=\epsilon_{cab}$. This proves \eqref{Hsplit}. $\square$

The nine entries of $J$ thus divide as $1+3+5$. Exchanging the labels 1 and 2 replaces $J$ by $J^{T}$ and $\mathbf D$ by $-\mathbf D$, so a value of $\mathbf D$ has a meaning only together with the order of the sites.

\textbf{Remark (what $\mathbf D$ does).} Take classical spins of length $S$ in the plane perpendicular to $\mathbf D$, let $\theta$ be the angle from $\mathbf S_1$ to $\mathbf S_2$ counted positively about $\mathbf D$, and leave out $\Gamma$. The energy is
\begin{equation}
S^2(J_0\cos\theta+|\mathbf D|\sin\theta)=S^2\sqrt{J_0^2+|\mathbf D|^2}\,\cos(\theta-\delta),\qquad \tan\delta=\frac{|\mathbf D|}{J_0}.
\end{equation}
For $J_0>0$ it is lowest at $\theta=\pi+\delta$. The isotropic part favours antiparallel spins, and $\mathbf D$ turns them away from that arrangement by $\delta$.

\section{How a bond symmetry acts on the spins}

\textbf{Lemma 1.} For orthogonal $R$ and any vectors $\mathbf a,\mathbf b$,
\begin{equation}
(R\mathbf a)\times(R\mathbf b)=\det(R)\,R(\mathbf a\times\mathbf b).
\label{cross}
\end{equation}

\textbf{Proof.} A triple product is a determinant, so for every $\mathbf w$
\begin{equation}
(R\mathbf w)\cdot[(R\mathbf a)\times(R\mathbf b)]=\det(R)\,\mathbf w\cdot(\mathbf a\times\mathbf b)
=\det(R)\,(R\mathbf w)\cdot R(\mathbf a\times\mathbf b).
\end{equation}
The last step uses that $R$ preserves scalar products. Since $R\mathbf w$ is arbitrary, \eqref{cross} follows. $\square$

Position and momentum are both multiplied by $R$, so the orbital angular momentum $\mathbf r\times\mathbf p$ is multiplied by $\det(R)R=M$: it is an axial vector. Spin adds to it in the total angular momentum, which must transform as one vector, so spin is multiplied by $M$ as well. Because $\det M=\det(R)^3\det R=1$, the matrix $M$ is always a proper rotation. Inversion has $M=\mathbf 1$ and leaves every spin direction unchanged. A mirror with unit normal $\mathbf n$ has $R=\mathbf 1-2\mathbf n\mathbf n^{T}$ and
\begin{equation}
M=2\mathbf n\mathbf n^{T}-\mathbf 1,
\label{mirror}
\end{equation}
a half turn about $\mathbf n$: the normal component of a spin is kept and the in-plane components are reversed.

\textbf{Lemma 2.} A bond symmetry requires $M^{T}JM=J$ if $s=+1$ and $M^{T}JM=J^{T}$ if $s=-1$.

\textbf{Proof.} For $s=+1$ the operation replaces $\mathbf S_i$ by $M\mathbf S_i$, and $H$ becomes $\mathbf S_1^{T}M^{T}JM\,\mathbf S_2$. For $s=-1$ it replaces $\mathbf S_1$ by $M\mathbf S_2$ and $\mathbf S_2$ by $M\mathbf S_1$. Operators of different sites commute, so
\begin{equation}
(M\mathbf S_2)^{T}J(M\mathbf S_1)=S_2^c(M^{T}JM)_{cd}S_1^d=\mathbf S_1^{T}(M^{T}JM)^{T}\mathbf S_2 .
\end{equation}
Invariance equates these expressions with $\mathbf S_1^{T}J\mathbf S_2$. The matrices can then be equated, because the nine products $S_1^aS_2^b$ are linearly independent. Indeed $\operatorname{tr}(S_1^aS_2^bS_1^cS_2^d)$ factorizes into one trace per site, and each is of the form $\operatorname{tr}(S^aS^c)=k\,\delta_{ac}$ with $k>0$: a half turn about axis $a$ reverses $S^c$ for $c\ne a$, and rotations make the three diagonal traces equal. $\square$

\textbf{Proof of (b).} The map $J\mapsto M^{T}JM$ takes symmetric matrices to symmetric ones and antisymmetric to antisymmetric, so Lemma 2 holds for each part separately. The symmetric part equals its transpose, hence for either sign of $s$
\begin{equation}
M^{T}(J_0\mathbf 1+\Gamma)M=J_0\mathbf 1+\Gamma .
\end{equation}
With $M^{T}M=\mathbf 1$ the $J_0$ terms cancel, and $M^{T}\Gamma M=\Gamma$ remains. For the antisymmetric part, apply Lemma 1 to $M$, with $\det M=1$. If $s=+1$,
\begin{equation}
\mathbf D\cdot[(M\mathbf S_1)\times(M\mathbf S_2)]=\mathbf D\cdot M(\mathbf S_1\times\mathbf S_2)=(M^{T}\mathbf D)\cdot(\mathbf S_1\times\mathbf S_2).
\end{equation}
If $s=-1$ the factors appear in the order $\mathbf S_2\times\mathbf S_1=-\mathbf S_1\times\mathbf S_2$, which adds a minus sign. Invariance therefore means $\mathbf D=sM^{T}\mathbf D$, and multiplication by $M$ gives $M\mathbf D=s\mathbf D$, that is $\mathbf D=sM\mathbf D$. $\square$

\textbf{Remark (where the axial character enters).} Since $M=\pm R$, the matrices $M^{T}JM$ and $R^{T}JR$ are equal, and $\det R$ drops out of Lemma 2. It returns when $\mathbf D$ is extracted: $\mathbf D$ has to be turned by $M$. Turning it by $R$ would place it in a mirror plane that contains the bond, contrary to rule 3.

\section{The five rules}

\textbf{Proof of (c).} Each rule is \eqref{master} for one operation.

\emph{Rule 1.} Inversion has $M=\mathbf 1$ and exchanges the sites, so $\mathbf D=-\mathbf D=0$.

\emph{Rule 2.} The mirror has normal $\hat{\mathbf z}$ and exchanges the sites. By \eqref{mirror},
\begin{equation}
\mathbf D=-(2\hat{\mathbf z}\hat{\mathbf z}^{T}-\mathbf 1)\mathbf D=\mathbf D-2D_z\hat{\mathbf z},
\end{equation}
so $D_z=0$.

\emph{Rule 3.} The mirror has normal $\mathbf n\perp\hat{\mathbf z}$ and leaves both sites in place. Then $\mathbf D=2\mathbf n(\mathbf n\cdot\mathbf D)-\mathbf D$, so $\mathbf D=\mathbf n(\mathbf n\cdot\mathbf D)$.

\emph{Rule 4.} A half turn about the unit vector $\mathbf u\perp\hat{\mathbf z}$ has $R=M=2\mathbf u\mathbf u^{T}-\mathbf 1$ and exchanges the sites. Then $\mathbf D=\mathbf D-2\mathbf u(\mathbf u\cdot\mathbf D)$, so $\mathbf u\cdot\mathbf D=0$.

\emph{Rule 5.} The rotation $C(\theta)$ about $\hat{\mathbf z}$ with $\theta=2\pi/n$ has $M=C(\theta)$ and $s=+1$. It leaves $D_z$ free. It moves the tip of the perpendicular part $\mathbf D_\perp$ by $2|\sin(\theta/2)|\,|\mathbf D_\perp|$, which must vanish. For $n\ge2$ the sine is not zero, so $\mathbf D_\perp=0$. $\square$

Read backwards, the proof of (b) shows that any $\mathbf D$ obeying \eqref{master} gives an invariant term. The rules therefore describe everything that one such operation permits. When a bond has several symmetries, $\mathbf D$ must satisfy all the conditions. Its magnitude is left open.

\textbf{Remark (an operation outside the list).} A bond symmetry has $R\hat{\mathbf z}=s\hat{\mathbf z}$ and acts on the perpendicular plane as a rotation or a reflection. For $s=+1$ these are the operations of rules 5 and 3. For $s=-1$ an in-plane reflection gives the half turn of rule 4, and an in-plane rotation by $\varphi$ gives a rotoreflection, $R=\operatorname{diag}(1,1,-1)\,C(\varphi)$. The latter has $\det R=-1$ and
\begin{equation}
M=\operatorname{diag}(-1,-1,1)\,C(\varphi)=C(\varphi+\pi).
\end{equation}
With $s=-1$, \eqref{master} gives $D_z=-D_z=0$ and $\mathbf D_\perp=-C(\varphi+\pi)\mathbf D_\perp=C(\varphi)\mathbf D_\perp$. So $\mathbf D=0$ unless $\varphi=0$. The angle $\varphi=0$ is rule 2 and $\varphi=\pi$ is rule 1. The fourfold rotoreflection, $\varphi=\pi/2$, generates a group that contains neither an inversion nor a mirror. Its square is a half turn about $AB$, so the five rules alone would allow $D_z\neq0$, yet $\mathbf D$ vanishes.

\textbf{Remark (the symmetric part).} Let $K=J_0\mathbf 1+\Gamma$, with six entries. Inversion does not restrict it. A half turn $M$ about a coordinate axis removes the two off-diagonal entries that involve that axis, leaving four. For $M=C(\theta)$ put $\mathbf w=\hat{\mathbf x}+i\hat{\mathbf y}$, for which $C(\theta)\mathbf w=e^{-i\theta}\mathbf w$. Then $K=M^{T}KM$ gives
\begin{align}
K_{zx}+iK_{zy}&=\hat{\mathbf z}^{T}K\mathbf w=e^{-i\theta}\,\hat{\mathbf z}^{T}K\mathbf w,\\
K_{xx}-K_{yy}+2iK_{xy}&=\mathbf w^{T}K\mathbf w=e^{-2i\theta}\,\mathbf w^{T}K\mathbf w .
\end{align}
Both vanish for $n\ge3$, and also for the fourfold rotoreflection, where $\theta=3\pi/2$. Then $K_{xx}=K_{yy}$ and $K_{zz}$ remain. Adding the free components of $\mathbf D$, the tensor $J$ has $6,6,5,6$ free entries under rules 1 to 4, five under a twofold and three under a higher axis along $AB$, and two under the fourfold rotoreflection.

\section{The bent bridge explained}

The model has two electrons, one $s$-like orbital on each magnetic site with repulsion $U=6$ eV, and ligand $p$ orbitals 4 eV higher with spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$, $\lambda=0.4$ eV. The direct hopping between the sites is $-0.2$ eV. Hopping from a site to a ligand $p$ orbital is $0.8$ eV at unit distance, times the direction cosine, and falls as the inverse square of the distance. These are round parameters, not those of a material.

Diagonalization gives four lowest states. Their components on the four states with one electron per site form a matrix $X$. Its unitary polar factor $W$ and the energies $E$ give the spin Hamiltonian $WEW^{\dagger}$. Time reversal changes the sign of every spin and so forbids terms with a single spin operator. What remains is a constant and \eqref{H}. The result is
\begin{equation}
J=\begin{pmatrix}10.917&0&-1.870\\0&10.994&0\\1.870&0&10.917\end{pmatrix}\text{ meV}.
\end{equation}
By \eqref{parts},
\begin{align}
J_0&=\tfrac13(10.917+10.994+10.917)=10.94\text{ meV},\\
D_y&=\tfrac12(J_{zx}-J_{xz})=\tfrac12(1.870+1.870)=1.87\text{ meV},\\
\Gamma_{yy}&=J_{yy}-J_0=\tfrac23(J_{yy}-J_{xx})=\tfrac23(0.077)=0.051\text{ meV},
\end{align}
and $\Gamma_{xx}=\Gamma_{zz}=-\tfrac12\Gamma_{yy}=-0.026$ meV. In atomic units $J_0$ is 402 and $|\mathbf D|$ is 69 microhartree. The ratio $|\mathbf D|/J_0=0.17$ is the tangent of the classical angle $\delta$.

The plane $y=0$ contains both sites and the ligand, so rule 3 puts $\mathbf D$ along $y$, and $J_{zx}=K_{xz}+D_y$, $J_{xz}=K_{xz}-D_y$. The plane $z=0$ is also a mirror, for every position $x$ of the ligand. Its $M$ is a half turn about $z$, which removes $K_{xz}$, so $J_{zx}=-J_{xz}=D_y$ and both entries follow $D_y$. With the ligand at $x=0$, point $C$ is an inversion centre and rule 1 gives $\mathbf D=0$. The bridges at $x=\pm0.6$ are related by a half turn $M$ about $AB$. Turning the ligand and both spins together leaves the energy unchanged, so the new vector satisfies $\mathbf D'\cdot M(\mathbf S_1\times\mathbf S_2)=\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)$. Hence $\mathbf D'=M\mathbf D=-\mathbf D$.

\textbf{Remark (an equality the rules do not require).} The bridge also has $J_{xx}=J_{zz}$, which comes from the model. Let $\Pi$ reverse the sign of the ligand $p_y$ orbital and leave the other orbitals unchanged. The one-electron operator $Q=\Pi\sigma_y$ represents the mirror $y\to-y$ up to a phase, and it commutes with the hopping and with $\mathbf L\cdot\mathbf S$. So does $e^{-i\alpha Q/2}$ for every $\alpha$. On the magnetic sites this is a spin rotation about $y$, which leaves the repulsion there unchanged, and the ligand has no repulsion. The spin coupling is therefore invariant under any common rotation about $y$, which forces $J_{xx}=J_{zz}$. A ligand repulsion that depends only on the number of electrons on the ligand is also unchanged by the operation and keeps the equality. So does a repulsion that depends on the occupations of $p_x$, $p_y$ and $p_z$ separately, because the operation acts only on the spin within each of these orbitals. A Hund exchange between $p_y$ and the other two orbitals is not invariant, because the operation turns the spin in $p_y$ in the opposite sense, and such a term can break the equality.

\section{Clusters with one symmetry each}

Larger clusters are grown by applying one operation repeatedly to two ligands at $(0.9,0.4,0.5)$ and $(0.4,1.1,-0.6)$. Ligands are also coupled to each other, by $0.3$ eV ($\sigma$) and $-0.1$ eV ($\pi$) at unit distance, again falling as the inverse square. The computed values, in meV, are:

\begin{center}
\begin{tabular}{lrrrr}
Symmetry & $J_0$ & $D_x$ & $D_y$ & $D_z$\\
none & 32.7 & $-1.42$ & 1.65 & $-0.08$\\
inversion & 39.9 & 0 & 0 & 0\\
mirror $\perp AB$ & 44.1 & $-2.89$ & 3.46 & 0\\
mirror $y=0$ & 40.1 & 0 & 3.60 & 0\\
twofold, $x$ & 40.4 & 0 & 3.40 & $-0.04$\\
twofold, $AB$ & 39.9 & 0 & 0 & $-0.16$\\
threefold, $AB$ & 48.3 & 0 & 0 & $-0.13$\\
fourfold rotoreflection & 57.7 & 0 & 0 & 0
\end{tabular}
\end{center}

The zeros hold to about $10^{-12}$ meV, and every component of $\mathbf D$ that \eqref{master} allows is present. The components along the bond are much smaller than the perpendicular ones here. That is a property of these clusters, on which the rules are silent.

Low symmetry is not sufficient for $\mathbf D\neq0$. Without spin-orbit coupling, and with the magnetic dipole interaction between the spins neglected as in the model, the spins can be rotated while the atoms stay fixed, so \eqref{master} holds with $s=+1$ for every rotation $M$. No nonzero vector is invariant under all rotations. A symmetric matrix that is invariant under all of them has the same eigenvalue in every direction and is a multiple of $\mathbf 1$, so the traceless $\Gamma$ vanishes too. For the cluster without symmetry, setting $\lambda=0$ leaves $J_0=32.7$ meV and removes $\mathbf D$ to numerical accuracy. The numerical check checks this limit, the decomposition and the constraint of each operation.

\section*{Computed values}
\begin{verbatim}
Inputs (eV)
U = 6.0, ligand level = 4.0
direct s-s hopping = -0.2
s-p hopping at distance 1 = 0.8
p-p sigma, pi at distance 1 = 0.3, -0.1
spin-orbit lambda = 0.4
Lengths in half bond lengths; A, B at z = -1, +1
Bent bridge: ligand at x = 0.6, y = z = 0
J (meV), rows x y z:
  10.9166    0.0000   -1.8701
   0.0000   10.9936    0.0000
   1.8701    0.0000   10.9166
J0 = 10.9422 meV
D (meV) =    0.0000    1.8701    0.0000
Gamma (meV), rows x y z:
  -0.0257    0.0000    0.0000
   0.0000    0.0513    0.0000
   0.0000    0.0000   -0.0257
|D|/J0 = 0.1709
J0 = 402.12 microhartree
|D| = 68.726 microhartree
smallest spin-space overlap = 0.9785
D, ligand at x = -0.6 (meV) =    0.0000   -1.8701    0.0000
D, ligand at x = 0 (meV) =    0.0000    0.0000    0.0000
Clusters grown from two seed ligands at
      0.9       0.4       0.5
      0.4       1.1      -0.6
case, ligands, free entries of J, J0, Dx Dy Dz (meV)
no symmetry       2  9   32.7286   -1.4219    1.6459   -0.0772
1 inversion       4  6   39.8859    0.0000    0.0000    0.0000
2 mirror perp AB  4  6   44.1388   -2.8943    3.4566    0.0000
3 mirror has AB   4  5   40.1130    0.0000    3.6002    0.0000
4 C2 along x      4  6   40.3846    0.0000    3.4032   -0.0350
5 C2 along AB     4  5   39.8829    0.0000    0.0000   -0.1557
5 C3 along AB     6  3   48.2549    0.0000    0.0000   -0.1338
S4 about AB       8  2   57.6616    0.0000    0.0000    0.0000
largest forbidden |D component| = 1.6e-12 meV
smallest overlap, all clusters = 0.8997
no symmetry, lambda = 0: J0 = 32.6815 meV
no symmetry, lambda = 0: |D| = 3.0e-13 meV
\end{verbatim}
